# Wigner Rotation Matrices and Spherical Harmonics: Two Derivations

Take the angular momentum state \(l=2,\ m=0\) and rotate it through the Euler angles \(\alpha=0.7\), \(\beta=1.1\), \(\gamma=0.4\) rad. Exponentials of the \(5\times5\) angular momentum matrices give the amplitude for finding \(m=2\) afterwards:

\[
0.08267-0.47930\,i .
\]

Now evaluate the spherical harmonic \(Y_{22}\) at the single point with polar angle \(1.1\) and azimuth \(0.7\). Its value is \(0.052146+0.302334\,i\). The complex conjugate, multiplied by \(\sqrt{4\pi/5}=1.585331\), is again \(0.08267-0.47930\,i\). The first number is an overlap of two states. The second is the value of one function at one point, and the angle \(\gamma\) does not enter it. The agreement is a case of

\[
D^l_{m0}(\alpha,\beta,\gamma)=\sqrt{\frac{4\pi}{2l+1}}\;\overline{Y_{lm}(\beta,\alpha)},
\qquad d^l_{00}(\beta)=P_l(\cos\beta), \tag{1}
\]

for integer \(l\ge0\) and \(0\le\beta\le\pi\). The bar denotes complex conjugation.

## Conventions and two preliminary facts

Set \(\hbar=1\). A rotation \(R\) moves a function on the unit sphere along with its points:

\[
(U(R)f)(\mathbf n)=f(R^{-1}\mathbf n). \tag{2}
\]

A rotation by a small angle \(\epsilon\) about a unit vector \(\mathbf e\) shifts \(\mathbf n\) by \(\epsilon\,\mathbf e\times\mathbf n\), so (2) changes \(f\) by \(-\epsilon(\mathbf e\times\mathbf n)\cdot\nabla f\). Writing this change as \(-i\epsilon\,(\mathbf e\cdot\mathbf L)f\) defines \(\mathbf e\cdot\mathbf L=-i(\mathbf e\times\mathbf n)\cdot\nabla\), and a finite rotation by \(\alpha\) is \(e^{-i\alpha\,\mathbf e\cdot\mathbf L}\). The Euler rotation is

\[
R=R_z(\alpha)R_y(\beta)R_z(\gamma),\qquad U(R)=e^{-i\alpha L_z}e^{-i\beta L_y}e^{-i\gamma L_z}.
\]

Since \(L^2\) commutes with every component of \(\mathbf L\), rotation does not change \(l\):

\[
U\,Y_{lm}=\sum_{m'}D^l_{m'm}Y_{lm'},\qquad
D^l_{m'm}=\langle lm'|U|lm\rangle=e^{-im'\alpha}\,d^l_{m'm}(\beta)\,e^{-im\gamma}, \tag{3}
\]

with \(d^l_{m'm}(\beta)=\langle lm'|e^{-i\beta L_y}|lm\rangle\). The phases follow from \(L_z|lm\rangle=m|lm\rangle\). The \(Y_{lm}\) are orthonormal, their relative phases make the matrix elements of \(L_\pm=L_x\pm iL_y\) non-negative, and \(Y_{l0}\) is positive at the north pole \(\mathbf z\).

**Ladder operators on the sphere.** With \(\nabla=\hat{\boldsymbol\theta}\,\partial_\theta+\hat{\boldsymbol\varphi}\,(\sin\theta)^{-1}\partial_\varphi\) and the identities \((\mathbf e\times\mathbf n)\cdot\hat{\boldsymbol\theta}=\mathbf e\cdot\hat{\boldsymbol\varphi}\), \((\mathbf e\times\mathbf n)\cdot\hat{\boldsymbol\varphi}=-\mathbf e\cdot\hat{\boldsymbol\theta}\),

\[
\mathbf e\cdot\mathbf L=-i\left[(\mathbf e\cdot\hat{\boldsymbol\varphi})\,\partial_\theta-\frac{\mathbf e\cdot\hat{\boldsymbol\theta}}{\sin\theta}\,\partial_\varphi\right].
\]

Inserting \(\hat{\boldsymbol\varphi}=(-\sin\varphi,\cos\varphi,0)\) and \(\hat{\boldsymbol\theta}=(\cos\theta\cos\varphi,\cos\theta\sin\varphi,-\sin\theta)\) gives \(L_z=-i\partial_\varphi\) and

\[
L_\pm=e^{\pm i\varphi}\left(\pm\partial_\theta+i\cot\theta\,\partial_\varphi\right). \tag{4}
\]

**Legendre's equation.** For a function \(w(\theta)\) without azimuthal dependence, \(L^2=L_-L_++L_z^2+L_z\) reduces to \(L_-L_+\). Equation (4) gives \(L_+w=e^{i\varphi}w'\), and then \(L_-(e^{i\varphi}w')=-w''-\cot\theta\,w'\). The eigenvalue equation is therefore

\[
w''+\cot\theta\,w'+l(l+1)w=0. \tag{5}
\]

In \(x=\cos\theta\) it reads \((1-x^2)w_{xx}-2xw_x+l(l+1)w=0\), which is Legendre's equation. \(P_l(x)\) is its polynomial solution of degree \(l\) with \(P_l(1)=1\).

A solution that is smooth at \(\theta=0\) must be \(w(0)P_l(\cos\theta)\). To see this, write (5) as \((\sin\theta\,w')'=-l(l+1)\sin\theta\,w\) and let \(v=P_l(\cos\theta)\). Then \(W=\sin\theta\,(vw'-wv')\) has

\[
W'=v(\sin\theta\,w')'-w(\sin\theta\,v')'=0 ,
\]

and \(W(0)=0\) because the derivatives are finite there. Hence \(W=0\). Near \(\theta=0\), where \(v\neq0\), this means \((w/v)'=0\), so \(w=w(0)v\). The equality extends to \(0<\theta<\pi\), because value and slope at one point determine the solution of (5).

## First derivation: a delta function carried from the pole

**Where the pole goes.** \(R_z(\gamma)\) leaves \(\mathbf z\) in place, \(R_y(\beta)\) takes it to \((\sin\beta,0,\cos\beta)\), and \(R_z(\alpha)\) turns that point through the azimuth \(\alpha\):

\[
\mathbf u=R\mathbf z=(\sin\beta\cos\alpha,\ \sin\beta\sin\alpha,\ \cos\beta). \tag{6}
\]

Its polar angle is \(\beta\) and its azimuth is \(\alpha\), which explains the order of the arguments in (1). For the angles above, \(\mathbf u=(0.6816,0.5741,0.4536)\).

**Harmonics at the pole.** A rotation about \(z\) multiplies \(Y_{lm}\) by \(e^{-im\gamma}\), but by (2) it cannot change the value at the fixed point \(\mathbf z\). Thus \(Y_{lm}(\mathbf z)=e^{-im\gamma}Y_{lm}(\mathbf z)\) for all \(\gamma\), and \(Y_{lm}(\mathbf z)=0\) for \(m\ne0\).

For \(m=0\), consider \(S(\mathbf n)=\sum_m|Y_{lm}(\mathbf n)|^2\). Equations (2) and (3) give

\[
S(R^{-1}\mathbf n)=\sum_{m'm''}\Big(\sum_m D^l_{m'm}\overline{D^l_{m''m}}\Big)Y_{lm'}(\mathbf n)\overline{Y_{lm''}(\mathbf n)}=S(\mathbf n),
\]

since \(D^l\) is unitary and the bracket equals \(\delta_{m'm''}\). Rotations connect any two points, so \(S\) is constant. Its integral over the sphere is \(2l+1\), the number of normalized functions, so \(S=(2l+1)/4\pi\). At the pole a single term survives, and with the sign convention

\[
Y_{lm}(\mathbf z)=\delta_{m0}\sqrt{\frac{2l+1}{4\pi}}. \tag{7}
\]

For \(l=2\) this is \(0.6308\).

**Two ways to rotate.** The angular delta function \(\delta_{\mathbf z}\) is defined by \(\int g\,\delta_{\mathbf z}\,d\Omega=g(\mathbf z)\) for continuous \(g\). It is not a normalizable state, and its expansion in harmonics does not converge pointwise. What is needed is its overlap with one \(Y_{lm}\) at a time.

Geometrically, the substitution \(\mathbf n=R\mathbf n'\), which preserves \(d\Omega\), gives

\[
\int\overline{Y_{lm}(\mathbf n)}\,\delta_{\mathbf z}(R^{-1}\mathbf n)\,d\Omega
=\int\overline{Y_{lm}(R\mathbf n')}\,\delta_{\mathbf z}(\mathbf n')\,d\Omega'
=\overline{Y_{lm}(\mathbf u)} . \tag{8}
\]

Algebraically, move \(U\) onto the harmonic. The adjoint of (3) is \(U^\dagger Y_{lm}=\sum_{m'}\overline{D^l_{mm'}}\,Y_{lm'}\), a finite sum, so that

\[
\int\overline{U^\dagger Y_{lm}}\;\delta_{\mathbf z}\,d\Omega
=\sum_{m'}D^l_{mm'}\,\overline{Y_{lm'}(\mathbf z)}
=\sqrt{\frac{2l+1}{4\pi}}\;D^l_{m0}. \tag{9}
\]

The last step uses (7): the pole selects the column \(m'=0\). Equations (8) and (9) are the same overlap, and equating them gives the first formula in (1). The conjugate comes from the harmonic standing on the left of the overlap.

For \(m=0\), \(Y_{l0}\) is a smooth solution of (5), so \(Y_{l0}(\beta,\alpha)=Y_{l0}(\mathbf z)P_l(\cos\beta)\). The prefactor in (1) is \(1/Y_{l0}(\mathbf z)\), and \(D^l_{00}=d^l_{00}=P_l(\cos\beta)\).

**The same argument with a smooth function.** Replace the delta function by a normalized cap of sharpness \(\kappa\),

\[
f_\kappa(\mathbf n\cdot\mathbf z)=\frac{\kappa\,e^{\kappa(\mathbf n\cdot\mathbf z-1)}}{2\pi(1-e^{-2\kappa})}.
\]

It does not depend on azimuth, so its overlaps with \(m\neq0\) vanish. Its overlap with \(Y_{l0}\) is

\[
a_l=\sqrt{\frac{2l+1}{4\pi}}\,\lambda_l,\qquad \lambda_l=2\pi\int_{-1}^{1}f_\kappa(x)P_l(x)\,dx .
\]

By (3) the rotated cap has overlaps \(a_lD^l_{m0}\) at any \(\kappa\). The rotated cap is \(f_\kappa(\mathbf n\cdot\mathbf u)\), because \((R^{-1}\mathbf n)\cdot\mathbf z=\mathbf n\cdot\mathbf u\). As \(\kappa\to\infty\) its weight gathers at \(\mathbf u\), and its overlap with the continuous function \(Y_{lm}\) tends to \(\overline{Y_{lm}(\mathbf u)}\). So (1) follows once \(\lambda_l\to1\) is known.

To find the approach to this limit, put \(t=1-x\). Legendre's equation at \(x=1\) gives \(P_l'(1)=l(l+1)/2\), hence \(P_l=1-\tfrac12l(l+1)t+O(t^2)\). The weight in \(t\) is \(\kappa e^{-\kappa t}/(1-e^{-2\kappa})\) on \(0\le t\le2\). Its mean \(t\) is \(1/\kappa\) up to exponentially small terms, and its mean \(t^2\) is of order \(\kappa^{-2}\). Therefore

\[
\lambda_l=1-\frac{l(l+1)}{2\kappa}+O(\kappa^{-2}). \tag{10}
\]

For \(l=2\) the computed \(\lambda_2\) is \(0.941200\), \(0.985075\) and \(0.996255\) at \(\kappa=50,200,800\), against \(0.940000\), \(0.985000\) and \(0.996250\) from \(1-3/\kappa\). A cap acts as a delta function for those \(l\) with \(l(l+1)\ll2\kappa\); at fixed \(\kappa\) the approximation does not hold uniformly in \(l\). The ratio of rotated to unrotated overlaps needs no such limit. At \(\kappa=50\), where \(\lambda_2\) is 6% below one, it reproduces \(D^l_{m0}\) for \(l\le4\) with a largest absolute error of \(2\times10^{-14}\).

## Second derivation: the rotated state has no projection along the new axis

This derivation starts from the commutators \([L_x,L_y]=iL_z\) and their cyclic forms. Define \(A(\beta)=e^{-i\beta L_y}L_ze^{i\beta L_y}\) and \(B(\beta)=e^{-i\beta L_y}L_xe^{i\beta L_y}\). Differentiation gives

\[
A'=-i\,e^{-i\beta L_y}[L_y,L_z]e^{i\beta L_y}=B,\qquad
B'=-i\,e^{-i\beta L_y}[L_y,L_x]e^{i\beta L_y}=-A .
\]

So \(A''=-A\), with \(A(0)=L_z\) and \(A'(0)=L_x\), and

\[
e^{-i\beta L_y}L_ze^{i\beta L_y}=L_z\cos\beta+L_x\sin\beta . \tag{11}
\]

Let \(|\beta\rangle=e^{-i\beta L_y}|l0\rangle\) and \(d_m(\beta)=\langle lm|\beta\rangle=d^l_{m0}(\beta)\). Since \(L_z|l0\rangle=0\), equation (11) gives

\[
(L_z\cos\beta+L_x\sin\beta)|\beta\rangle=0 .
\]

The rotated state has zero angular momentum along the tilted axis. Projecting on \(\langle lm|\), for \(0<\beta<\pi\), and differentiating \(|\beta\rangle\) yield

\[
\langle lm|L_x|\beta\rangle=-m\cot\beta\,d_m,\qquad
\langle lm|L_y|\beta\rangle=i\,d_m' .
\]

Combining these into \(L_x\pm iL_y\), and using \(i\cdot i=-1\),

\[
\langle lm|L_\pm|\beta\rangle=-m\cot\beta\,d_m\mp d_m' . \tag{12}
\]

On the left, \(\langle lm|L_+=\sqrt{l(l+1)-m(m-1)}\,\langle l,m-1|\) and \(\langle lm|L_-=\sqrt{l(l+1)-m(m+1)}\,\langle l,m+1|\). Hence

\[
\sqrt{l(l+1)-m(m-1)}\;d_{m-1}=-d_m'-m\cot\beta\,d_m, \tag{13}
\]

\[
\sqrt{l(l+1)-m(m+1)}\;d_{m+1}=d_m'-m\cot\beta\,d_m . \tag{14}
\]

**Comparison with the harmonics.** Write \(Y_{lm}=\Theta_m(\theta)e^{im\varphi}\). Applying \(L_-\) and \(L_+\) from (4) gives

\[
\sqrt{l(l+1)-m(m\mp1)}\;\Theta_{m\mp1}=\mp\Theta_m'-m\cot\theta\,\Theta_m .
\]

These are (13) and (14) with \(d\) replaced by \(\Theta\). At \(m=l\) the left side of (14) vanishes, so \(d_l'=l\cot\beta\,d_l\) and \(d_l\propto\sin^l\beta\). The same holds for \(\Theta_l\), which is not zero, so \(d_l=K\Theta_l\) with some constant \(K\). Repeated use of (13) carries this constant down the ladder, giving \(d_m=K\Theta_m\) for every \(m\).

Two conditions fix \(K\). The rotated state is normalized, and \(d_m\) is real because \(-iL_y\) is a real matrix, so \(1=\sum_md_m^2=|K|^2\sum_m|\Theta_m|^2\). Integration over the sphere gives \(4\pi=|K|^2(2l+1)\). At \(\beta=0\), \(1=d_0(0)=K\Theta_0(0)\) with \(\Theta_0(0)>0\), so \(K\) is positive and equals \(\sqrt{4\pi/(2l+1)}\). The \(\Theta_m\) are then real, and

\[
D^l_{m0}=e^{-im\alpha}d_m(\beta)=K\,\Theta_m(\beta)e^{-im\alpha}=K\,\overline{Y_{lm}(\beta,\alpha)} .
\]

The end points \(\beta=0,\pi\) follow by continuity.

**The Legendre polynomial without harmonics.** Equation (13) at \(m=0\) and (14) at \(m=-1\) read

\[
\sqrt{l(l+1)}\,d_{-1}=-d_0',\qquad \sqrt{l(l+1)}\,d_0=d_{-1}'+\cot\beta\,d_{-1}.
\]

Multiplying the second by \(\sqrt{l(l+1)}\) and inserting the first gives \(l(l+1)d_0=-d_0''-\cot\beta\,d_0'\), which is (5). Being a matrix element of \(e^{-i\beta L_y}\), \(d_0\) is smooth, and \(d_0(0)=1\). So \(d^l_{00}=P_l(\cos\beta)\).

## The example worked through

For \(l=2\) write \(s=\sin\beta\), \(c=\cos\beta\) and start from \(d_2=Cs^2\). Equation (13) at \(m=2\) and \(m=1\) gives

\[
2d_1=-2Csc-2Csc\ \Rightarrow\ d_1=-2Csc,
\]

\[
\sqrt6\,d_0=2Cc^2+2C(c^2-s^2)=2C(3c^2-1).
\]

The condition \(d_0(0)=1\) requires \(4C/\sqrt6=1\), or \(C=\sqrt6/4\). Two further steps, \(\sqrt6\,d_{-1}=-d_0'=3sc\) and \(2d_{-2}=\cot\beta\,d_{-1}-d_{-1}'=\sqrt{3/2}\,s^2\), complete the column:

\[
d_{\pm2}=\tfrac{\sqrt6}{4}s^2,\qquad d_{\pm1}=\mp\sqrt{\tfrac32}\,sc,\qquad d_0=\tfrac12(3c^2-1).
\]

With \(s=0.891207\) and \(c=0.453596\), \(s^2=0.79425\), \(sc=0.40425\) and \(c^2=0.20575\). This gives \(d_{\pm2}=0.4864\), \(d_{\pm1}=\mp0.4951\) and \(d_0=-0.1914\). The phases \(e^{-im\alpha}\) then produce the amplitudes.

| \(m\) | \(D^2_{m0}\) | probability |
|---|---|---|
| 2 | \(0.0827-0.4793i\) | 0.2366 |
| 1 | \(-0.3787+0.3190i\) | 0.2451 |
| 0 | \(-0.1914\) | 0.0366 |
| −1 | \(0.3787+0.3190i\) | 0.2451 |
| −2 | \(0.0827+0.4793i\) | 0.2366 |

The probabilities sum to one before rounding. The state keeps \(m=0\) with a probability of under 4%, because \(c^2=0.206\) lies not far from \(1/3\), where \(P_2\) vanishes. Omitting the conjugate in (1) would reverse the imaginary parts, an error of up to \(2\times0.4793=0.9586\) in an amplitude, while leaving the probabilities unchanged. The numerical check compares (1) with matrix exponentials for \(l\le4\), and \(d^l_{00}\) with \(P_l\) for \(l\le8\).

## What each derivation assumes

The first derivation needs states that are functions on the sphere, the invariance of \(d\Omega\), and the unitarity of \(D^l\). Its relation between column and harmonics uses no ladder coefficients. If \(Y_{lm}\) with \(m\ne0\) is multiplied by a phase, \(D^l_{m0}\) and \(\overline{Y_{lm}}\) both acquire the conjugate phase, and the first formula in (1) survives. The sign of \(Y_{l0}(\mathbf z)\) does matter, since it fixes the sign of the prefactor.

The second derivation needs the commutators and the standard ladder phases, used alike for the matrices and the harmonics. It obtains \(d^l_{00}=P_l\) inside a \((2l+1)\)-dimensional space, with no points, integrals or delta functions. Harmonics enter when the rest of the column is identified.

The two also show differently why the column \(m=0\) is special. In the first, the pole is unaffected by the initial turn through \(\gamma\), and a delta function placed there contains no other \(m\). In the second, \(L_z|l0\rangle=0\) removes the right-hand side of the projection equation. For a general column \(m\) that equation becomes \((L_z\cos\beta+L_x\sin\beta)e^{-i\beta L_y}|lm\rangle=m\,e^{-i\beta L_y}|lm\rangle\). By (3) such a column also carries the factor \(e^{-im\gamma}\), so for \(m\ne0\) it cannot be a function of \(\beta\) and \(\alpha\) alone. For half-integer angular momentum there is no state with \(m=0\), so every column depends on \(\gamma\) and none is a function of \(\beta\) and \(\alpha\) alone as in (1).

At \(\beta=0\) the azimuth of \(\mathbf u\) is undefined, but (7) removes every term that would depend on it, and \(D^l_{m0}=\delta_{m0}\). At \(\beta=\pi\) the harmonics with \(m\ne0\) vanish for the same reason, and \(D^l_{m0}=P_l(-1)\,\delta_{m0}=(-1)^l\delta_{m0}\). The sign holds because (5) is unchanged under \(x\to-x\), which makes \(P_l(-x)\) a multiple of \(P_l(x)\), and the leading power \(x^l\) fixes the multiple as \((-1)^l\).

## Values computed for the example and the checks

```
alpha, beta, gamma = 0.7, 1.1, 0.4 rad
sin(beta), cos(beta) = 0.891207, 0.453596 (dimensionless)
rotated pole u = (0.681633, 0.574132, 0.453596) (dimensionless)
Y_20 at north pole = 0.630783 (dimensionless)
factor sqrt(4 pi/5) = 1.585331 (dimensionless)
l = 2 (all dimensionless):
m=+2 d_m0(beta) = +0.486377
m=+2 Y_2m(beta,alpha) = +0.052146+0.302334j
m=+2 D_m0 from matrices = +0.082668-0.479300j
m=+2 D_m0 from conj(Y) = +0.082668-0.479300j
m=+2 D_m0 from rotated cap = +0.082668-0.479300j
m=+2 probability = 0.236563
m=+1 d_m0(beta) = -0.495101
m=+1 Y_2m(beta,alpha) = -0.238861-0.201190j
m=+1 D_m0 from matrices = -0.378674+0.318953j
m=+1 D_m0 from conj(Y) = -0.378674+0.318953j
m=+1 D_m0 from rotated cap = -0.378674+0.318953j
m=+1 probability = 0.245125
m=+0 d_m0(beta) = -0.191376
m=+0 Y_2m(beta,alpha) = -0.120717+0.000000j
m=+0 D_m0 from matrices = -0.191376+0.000000j
m=+0 D_m0 from conj(Y) = -0.191376-0.000000j
m=+0 D_m0 from rotated cap = -0.191376+0.000000j
m=+0 probability = 0.036625
m=-1 d_m0(beta) = +0.495101
m=-1 Y_2m(beta,alpha) = +0.238861-0.201190j
m=-1 D_m0 from matrices = +0.378674+0.318953j
m=-1 D_m0 from conj(Y) = +0.378674+0.318953j
m=-1 D_m0 from rotated cap = +0.378674+0.318953j
m=-1 probability = 0.245125
m=-2 d_m0(beta) = +0.486377
m=-2 Y_2m(beta,alpha) = +0.052146-0.302334j
m=-2 D_m0 from matrices = +0.082668+0.479300j
m=-2 D_m0 from conj(Y) = +0.082668+0.479300j
m=-2 D_m0 from rotated cap = +0.082668+0.479300j
m=-2 probability = 0.236563
sum of probabilities = 1.000000 (dimensionless)
largest error if conj is omitted = 0.9586 (dimensionless)
l=0 d_00 = +1.000000, P_l(cos beta) = +1.000000 (dimensionless)
l=1 d_00 = +0.453596, P_l(cos beta) = +0.453596 (dimensionless)
l=2 d_00 = -0.191376, P_l(cos beta) = -0.191376 (dimensionless)
l=3 d_00 = -0.447076, P_l(cos beta) = -0.447076 (dimensionless)
l=4 d_00 = -0.211354, P_l(cos beta) = -0.211354 (dimensionless)
kappa of rotated cap = 50 (dimensionless)
kappa=50 lambda_2 = 0.941200, 1-3/kappa = 0.940000 (dimensionless)
kappa=200 lambda_2 = 0.985075, 1-3/kappa = 0.985000 (dimensionless)
kappa=800 lambda_2 = 0.996255, 1-3/kappa = 0.996250 (dimensionless)
max error, rotated functions, l<=4 = 7.2e-16 (dimensionless)
max error, D_m0 formula, l<=4 = 5.2e-16 (dimensionless)
max error, d_00 = P_l, l<=8 = 8.3e-16 (dimensionless)
max error, rotated cap, l<=4 = 1.7e-14 (dimensionless)
```
